# The potential step of a displaced atomic plane and Callen's charge

An insulating crystal is built from atomic planes perpendicular to $z$ and repeats along $z$ with period $c$. Each plane of interest carries one atom per area $A$, so the volume per such atom is $\Omega=Ac$. A supercell contains $N$ periods and has length $L=Nc$. In it one plane, at $z=0$, is displaced rigidly by a small $u$ along $+z$. All other nuclei are held fixed and the electrons stay in their ground state. The electrostatic potential $\phi$ is periodic with period $L$.

Hartree atomic units are used, with a positive unit charge $e=1$, so Poisson's equation is $\phi''=-4\pi\rho$ and $E=-\phi'$. All fields are averaged over the plane; they depend on $z$ alone and point along $z$. The symbol $\delta$ marks the change caused by the displacement, to first order in $u$. Two bulk quantities are taken as known:

- the Born charge $Z^*$: if all equivalent planes move by $u$ at zero macroscopic field, the polarisation changes by $Z^*u/\Omega$;
- the clamped-ion dielectric constant $\varepsilon_\infty=1+4\pi\chi$ (its $zz$ component), where a macroscopic field $E$ induces the polarisation $\chi E$.

## (a) The average polarisation

**Find the change of polarisation, averaged over the supercell, when one plane moves.**

*Solution.* Periodicity of the potential fixes the mean field:
$$\frac1L\int_0^L\delta E\,dz=-\frac{\delta\phi(L)-\delta\phi(0)}{L}=0 .$$

Let the average polarisation change be $\delta\bar P$. By translation symmetry each of the $N$ equivalent planes would produce the same $\delta\bar P$ if it were moved alone. To first order the effects add, so moving all $N$ together gives $N\,\delta\bar P$. That combined displacement has period $c$ and zero mean field, which is the situation in which $Z^*$ is defined. Hence
$$N\,\delta\bar P=\frac{Z^*u}{\Omega},\qquad \delta\bar P=\frac{Z^*u}{NAc}=\frac{Z^*u}{AL}. \tag{1}$$

This holds although the field around a single displaced plane is far from uniform. Only its mean over the supercell has to vanish.

## (b) The field far from the plane

**Show that a uniform macroscopic field appears far from the plane, and find it without assigning a dielectric constant to the disturbed region.**

*Solution.* Let the displacement take place slowly. With $j$ the total current density of ions and electrons, charge conservation and Poisson's equation read
$$\partial_t\rho+\partial_zj=0,\qquad \partial_zE=4\pi\rho .$$
Differentiating the second in time and inserting the first gives
$$\partial_z\partial_tE=4\pi\,\partial_t\rho=-4\pi\,\partial_zj
\quad\Longrightarrow\quad \partial_z\left(\partial_tE+4\pi j\right)=0 .$$
Define the local polarisation change as the current integrated over the displacement, $\delta P(z)=\int j\,dt$. Integration over time then yields
$$\delta E(z)+4\pi\,\delta P(z)=\delta D,\qquad \delta D\ \text{independent of}\ z. \tag{2}$$

Equation (2) holds at every $z$, inside the disturbed region too. Its average over the supercell, with $\delta\bar E=0$ and equation (1), is
$$\delta D=4\pi\,\delta\bar P=\frac{4\pi Z^*u}{AL}. \tag{3}$$

Now consider a region so far from the plane, and from its periodic images, that the direct disturbance has died out. The assumption that such a region exists is the meaning of a "long" supercell. The material there is undisplaced bulk crystal in a weak macroscopic field $E_0$, so its polarisation, averaged over one period, changes by $\chi E_0$. The average of equation (2) over that period is
$$\delta D=E_0+4\pi\chi E_0=\varepsilon_\infty E_0 .$$
Since $\delta D$ is the same throughout, so is $E_0$, and with equation (3)
$$E_0=\frac{4\pi Z^*u}{\varepsilon_\infty AL}. \tag{4}$$

The dielectric constant enters through the undisturbed crystal alone. For $Z^*>0$ and $u>0$ the far field points along $+z$. It falls as $1/L$.

## (c) The potential step

**Find the jump of the macroscopic potential at the plane, and say how to extract it from a computed potential.**

*Solution.* In the far region the microscopic change of potential has the form
$$\delta\phi(z)=a-E_0z+p(z),\qquad p(z+c)=p(z),$$
where $p$ is the cell-periodic response of the crystal to the field. An average over a window of width $c$ centred at $z$ leaves the linear part unchanged and turns $p$ into a constant, which can be absorbed in $a$. The macroscopic potential is therefore a straight line, $\bar\phi(z)=a-E_0z$, for $z$ between $0$ and $L$ but away from both ends.

Extrapolated to the plane from the right, the line gives $\bar\phi(0^+)=a$. On the left of the plane, periodicity gives
$$\bar\phi(z)=\bar\phi(z+L)=a-E_0(z+L)\qquad(z<0),$$
so the extrapolation from the left is $\bar\phi(0^-)=a-E_0L$. The step is
$$S=\bar\phi(0^+)-\bar\phi(0^-)=E_0L=\frac{4\pi Z^*u}{\varepsilon_\infty A}. \tag{5}$$

The length has cancelled. The potential is a sawtooth: it rises by $S$ at the plane and falls by the same amount over the rest of the supercell. The potential energy of an electron is $-\phi$, so a plot of that energy shows a step of opposite sign.

In practice one computes $\phi$ for $+u$ and for $-u$ and takes half the difference. This removes the potential of the undisplaced crystal and all even powers of $u$. One then averages over a period, fits a line in the far region, and multiplies minus its slope by $L$.

## (d) Which charge has been measured?

**Interpret $S$ as the effect of a dipole layer, and compare the charge it defines with $Z^*$.**

*Solution.* Let $L\to\infty$ while looking at a region of fixed width around the plane. By equation (4) the field outside the disturbance vanishes there, and with it $\delta D$. What remains is a localised change of charge density $\delta\rho(z)$, including the screening electrons, with no field on either side. Its potential step is, after integration by parts,
$$S=-\int_{-\infty}^{\infty}\delta E\,dz=-\Big[z\,\delta E\Big]_{-\infty}^{\infty}+\int_{-\infty}^{\infty}z\,\partial_z\delta E\,dz
=4\pi\int_{-\infty}^{\infty}z\,\delta\rho\,dz .$$
The boundary term vanishes because $\delta E$ is confined to the disturbed region. The last integral is the dipole per area. Writing it as $Z_Lu/A$ defines a charge $Z_L$, and comparison with equation (5) gives
$$S=\frac{4\pi Z_Lu}{A},\qquad Z_L=\frac{Z^*}{\varepsilon_\infty}. \tag{6}$$

This $Z_L$ is the Callen, or longitudinal, charge. The Born charge gives the dipole at zero macroscopic field, the Callen charge the dipole at $D=0$, where the crystal screens the displaced ion.

A second case checks the relation. Let all equivalent planes move by $u$ in a thick film with $D=0$. The potential then rises by $S$ once per period, so the macroscopic field is $-S/c=-4\pi Z_Lu/\Omega$. Directly, $D=0$ requires
$$0=E+4\pi\left(\frac{Z^*u}{\Omega}+\chi E\right)=\varepsilon_\infty E+\frac{4\pi Z^*u}{\Omega}
\quad\Longrightarrow\quad E=-\frac{4\pi Z^*u}{\varepsilon_\infty\Omega},$$
which is the same field when $Z_L=Z^*/\varepsilon_\infty$.

The two charges also appear as forces. Let the energy per cell at fixed macroscopic field, measured from equilibrium and to second order, be
$$\mathcal F(u,E)=\tfrac12Ku^2-Z^*uE-\tfrac12\Omega\chi E^2 .$$
Its field derivative reproduces the polarisation, $-\partial\mathcal F/\partial E=Z^*u+\Omega\chi E=\Omega\,\delta P$. Its displacement derivative gives the force at $u=0$:
$$F=-\frac{\partial\mathcal F}{\partial u}\bigg|_{u=0}=Z^*E=\frac{Z^*}{\varepsilon_\infty}D=Z_LD .$$
So $Z^*$ is the force per unit $E$, and $Z_L$ the force per unit $D$.

## (e) The long-wave definition

**Callen's charge can also be defined by a long longitudinal wave. Show that the single plane gives the same charge.**

*Solution.* Let the equivalent planes, at positions $R_l$, be displaced by $u_l=u\cos(qR_l)$ with $q=2\pi/L$ and $N>2$. In a macroscopic description the polarisation at $D=0$ is $Z_Lu\cos(qz)/\Omega$, and the charge density is minus its derivative,
$$\rho_{\rm mac}(z)=\frac{qZ_Lu}{\Omega}\sin(qz). \tag{7}$$
(A longitudinal wave has $D=0$ because no external charge is present and $D$ has no uniform part.)

Microscopically, let $f(z)$ be the screened charge density per unit displacement of an isolated plane at the origin. The first-order density of the wave is $\sum_lu_lf(z-R_l)$. The potential steps of the planes add up to zero over the supercell, since $\sum_lu_l=0$, so this sum is compatible with a periodic potential. Its Fourier component at $q$ is
$$\rho_q=\frac1L\,\tilde f(q)\sum_{l=1}^{N}u\cos(qR_l)\,e^{-iqR_l}
=\frac1L\,\tilde f(q)\,\frac{Nu}{2}=\frac{u}{2c}\,\tilde f(q),$$
because $\cos x\,e^{-ix}=\tfrac12(1+e^{-2ix})$ and the second term sums to zero. For small $q$,
$$\tilde f(q)=\int f(z)\,e^{-iqz}\,dz=\int f\,dz-iq\int zf\,dz+\dots=-iq\,\frac{Z_L}{A}+\dots,$$
where the total charge vanishes and the dipole is that of part (d). Hence $\rho_q=-iqZ_Lu/(2\Omega)+\dots$, which is the Fourier component of equation (7).

At finite $q$ one may define $Z_L(q)=2i\Omega\rho_q/(qu)$. If the plane is a centre of inversion of the undisplaced crystal, $f$ is odd, the next term of $\tilde f$ is of order $q^3$, and $Z_L(q)=Z_L+O(q^2)$.

## (f) Limits and failures

**What happens for rigid ions, for the sum over sublattices, for a metal, and when the other atoms relax?**

*Solution.* If the electrons do not respond to a field, $\varepsilon_\infty=1$ and the two charges coincide. The step is then the bare dipole layer $4\pi Z^*u/A$.

If every plane of the crystal moves by the same $u$, the neutral cell is merely translated and its dipole changes by (total charge)$\times u=0$. Therefore the Born charges in a cell sum to zero. In a crystal with two planes per period the steps of the two species are equal and opposite.

In a metal at equilibrium the macroscopic field far from the plane is zero. Equation (5) in the form $S=E_0L$ then gives $S=0$, and no charge can be read from the step.

A rigid translation of the whole crystal costs no energy, whereas in a stable crystal every other pattern of small displacements does. If the other atoms are allowed to relax completely while the displaced plane is held, the crystal therefore follows that plane as a rigid body and the step disappears. The result thus belongs to clamped nuclei.

The displacement must also be small in two respects. Higher powers of $u$ must be negligible, and the drop $S$ along the supercell should stay well below the band gap. The tilt of the bands narrows the gap of the supercell, and a large enough drop closes it, so that electrons move from one end to the other.

## (g) A worked crystal

**Test the result on a model whose electrons are treated self-consistently.**

*Solution.* The model has an anion plane at $z=lc$ and a cation plane at $z=lc+c/2$ for each integer $l$, with $c=6$ bohr and $A=20$ bohr². Every ion has a core charge $+1$, smeared in a Gaussian of width $0.6$ bohr. One electron pair per cell moves along $z$ and is uniform in the plane. Its orbitals obey
$$\left[-\frac12\frac{d^2}{dz^2}-\phi(z)+\sum_lw(z-R_l^{\rm an})\right]\psi=\epsilon\,\psi,\qquad w(z)=-W e^{-z^2/b^2},$$
with $W=1$ hartree and $b=1$ bohr. The well $w$ draws the electrons to the anions. The potential $\phi$ comes from the cores and the full electron density, which is the Hartree approximation. Exchange and correlation are left out; the derivation above does not rest on that choice, but the numbers do. The band gap is $0.283$ hartree. It is the gap of the motion along $z$ alone: the model gives the electrons no kinetic energy in the plane. Electrons free to move in the plane would fill a continuum of states and form a metal, so the model tests the electrostatics of parts (a) to (e) and its numbers describe no real material.

*Bulk quantities.* They are computed in the primitive cell. The response to a uniform field, with the induced periodic potential included, gives $\varepsilon_\infty=2.3046$. The Born charge of the cation follows from the centre $z_W$ of the doubly occupied band, obtained as a Berry phase:
$$Z^*=1-2\,\frac{dz_W}{du}=1.5300 .$$
This means $dz_W/du=-0.265$: the electron pair moves against the cation, which raises the charge above the core value. The force on the cation in a field gives $1.5301$, as the reciprocity in part (d) requires. The two values, $1.53003$ and $1.53007$, differ by about three parts in $10^5$, because the Berry phase is taken on a finite mesh of $80$ $k$ points and with a finite displacement.

*Prediction.* For $u=0.01$ bohr,
$$S=\frac{4\pi\times1.5300\times0.01}{2.3046\times20}=\frac{0.19227}{46.092}=4.171\times10^{-3}\ \text{hartree}/e .$$
Without the dielectric constant it would be $0.19227/20=9.613\times10^{-3}$ hartree$/e$.

*Supercells with one displaced cation plane.* The fitted far fields, in atomic units, give
$$L=60\ \text{bohr}:\quad 6.9524\times10^{-5}\times60=4.171\times10^{-3},$$
$$L=84\ \text{bohr}:\quad 4.9660\times10^{-5}\times84=4.171\times10^{-3}.$$
The field changes with length and the step does not. The step is $0.1135$ V. It agrees with the prediction to about one part in $10^5$ of its value and clearly excludes the unscreened number. It is also small compared with the gap. Solving equation (6) for the charge,
$$Z_L=\frac{SA}{4\pi u}=\frac{4.1714\times10^{-3}\times20}{0.125664}=0.6639,\qquad \frac{Z^*}{\varepsilon_\infty}=\frac{1.5301}{2.3046}=0.6639 .$$
A displaced anion plane gives $-4.171\times10^{-3}$ hartree$/e$, as the sum rule demands.

*Near field.* The macroscopic potential departs from the far line by $3\times10^{-3}$ of the step at a distance $c$ from the plane, by $2\times10^{-5}$ at $2c$ and by $4\times10^{-7}$ at $3c$. In this crystal a few periods on each side are enough.

*Longitudinal waves.* Frozen waves of the cation planes give $Z_L(q)=0.66873$ at $q=0.10472$ bohr$^{-1}$ and $0.66638$ at $q=0.07480$ bohr$^{-1}$. The cation plane is a centre of inversion, so $Z_L(q)=Z_L+\alpha q^2$ to leading order. With $q^2=0.010966$ and $0.005595$ bohr$^{-2}$, a two-point estimate, in which $\alpha$ also absorbs part of the $q^4$ term, gives
$$\alpha=\frac{0.66873-0.66638}{0.010966-0.005595}=0.44\ \text{bohr}^2,\qquad
Z_L=0.66638-0.44\times0.005595=0.6639 .$$
The wave and the single plane yield the same charge.

*Size of the displacement.* Half the difference of $+u$ and $-u$ is odd in $u$, so $S/u$ should change as $u^2$ at first. In the supercell of $60$ bohr, relative to its value at $u=0.01$ bohr, it changes by $-0.12\%$ at $0.1$ bohr and by $-0.51\%$ at $0.2$ bohr. These percentages belong to that length: the step is independent of $L$ to first order in $u$, but higher orders can depend on $L$, because the displaced plane sits in a field that varies as $1/L$. A pure $u^2$ law predicts the ratio
$$\frac{0.2^2-0.01^2}{0.1^2-0.01^2}=4.03,$$
and the computed ratio is $4.13$. The leading correction is thus quadratic; the small excess is of the kind a $u^4$ term would give, though that term was not isolated. At $u=0.01$ bohr the quadratic term amounts to about $10^{-5}$ of the step.

The full set of values is in the numerical output below.

## Numbers as computed

```
period c                         6.0 bohr
area per atom A                  20.0 bohr^2
core charge of each ion          1.0 e
core Gaussian width              0.6 bohr
anion well depth                 1.0 hartree
anion well width                 1.0 bohr
k points in primitive cell       80
band gap                         0.2832 hartree
eps (linear response)            2.30462
eps (larger basis)               2.30462
Zstar cation, Berry phase        1.53003 e
Zstar anion, Berry phase         -1.53003 e
Zstar cation, force in field     1.53007 e
Zstar/eps (force value)          0.66391 e
displacement u                   0.010 bohr
supercell lengths                60 and 84 bohr
far field, 10 cells              6.952419e-05 a.u.
far field, 14 cells              4.965989e-05 a.u.
step, 10 cells                   4.171451e-03 hartree/e
step, 14 cells                   4.171431e-03 hartree/e
step, 14 cells, in volts         0.11351 V
step predicted, Berry Zstar      4.171399e-03 hartree/e
step if Zstar were unscreened    9.613481e-03 hartree/e
step for displaced anion         -4.171446e-03 hartree/e
Z_L from step, 14 cells          0.66390 e
near-field part of step at 1 c   3.15e-03
near-field part of step at 2 c   1.88e-05
near-field part of step at 3 c   3.58e-07
wave q, 10 cells                 0.10472 1/bohr
wave Z_L(q), 10 cells            0.66873 e
wave q, 14 cells                 0.07480 1/bohr
wave Z_L(q), 14 cells            0.66638 e
wave Z_L extrapolated to q=0     0.66394 e
relative change of S/u, u=0.1    -1.245e-03
relative change of S/u, u=0.2    -5.137e-03
ratio of the two changes         4.128
```
